\section*{Site-limited occupation of oxygen vacancies in competing charge states}

\section{The decision in a calculation}

A calculation of an oxide usually delivers one formation energy for each charge state of the oxygen vacancy. A solver for the Fermi level or the electric potential then needs concentrations, and a choice has to be made. One can use a bare Boltzmann factor for each charge state, give each state its own saturating denominator, or give all states one common denominator. The three agree when vacancies are rare. When formation energies approach zero, as they may at an interface, the first can predict more vacancies than there are oxygen sites, and so can the second when several charge states are favourable together.

Entropy decides between them, provided that the right entropy is maximised. The configurational entropy of the crystal alone does not know the formation energies. The quantity that is largest in equilibrium is the entropy of the crystal together with the reservoirs that supply oxygen and electrons.

\section{Model and conventions}

Consider $M$ equivalent oxygen sites in a region of uniform electric potential. Each site holds either an oxygen ion (the host state, label $h$) or one vacancy of charge $qe$ relative to the host, with $q=0,1,2$ and $e>0$. A vacancy of charge $q$ has $g_q$ internal states of equal energy. Here $g_0=1$, $g_1=2$, $g_2=1$: the singly charged vacancy holds one electron with two spin directions, and the neutral one is taken as a spin singlet.

Removing the oxygen ion passes a neutral oxygen atom to the gas, at chemical potential $\mu_{\rm O}$, and $q$ electrons to the electron reservoir, at the Fermi level $E_F$. The cost is
\begin{equation}
E_q=F_q-F_h+\mu_{\rm O}+qE_F ,
\label{eq:form}
\end{equation}
where $F_q$ and $F_h$ are the free energies of the crystal with and without the vacancy. They include lattice vibrations, but not the choice of site or the degeneracy $g_q$, which are counted separately. $E_F$ is measured from the local valence-band edge. A local potential $\phi$ lowers all electron levels by $e\phi$, so $E_F$ on this scale rises by $e\phi$ and
\begin{equation}
E_q\;\to\;E_q+qe\phi .
\label{eq:shift}
\end{equation}
A positive potential thus repels positive vacancies.

The model assumes that $E_q$ does not depend on which other sites are vacant, except through the average potential $\phi$. It also assumes that oxygen is mobile enough to reach equilibrium with the gas.

\section{Counting and the grand potential}

Let $n_q$ sites carry a vacancy of charge $q$, and let $n_h=M-\sum_q n_q$ sites remain occupied. The number of microstates is
\begin{equation}
W=\frac{M!}{n_h!\,\prod_q n_q!}\prod_q g_q^{\,n_q}.
\label{eq:W}
\end{equation}
There is one multinomial coefficient for all charge states together, because a site taken by one is lost to the others.

Creating a vacancy at temperature $T$ changes the entropy of crystal and reservoirs by $-E_q/T$, apart from the counting term. Hence
\begin{equation}
S_{\rm tot}=\text{const}+k\ln W-\frac1T\sum_q n_qE_q .
\end{equation}
Maximising $S_{\rm tot}$ is the same as minimising $\Omega=\sum_q n_qE_q-kT\ln W$, the grand potential relative to the perfect crystal.

For large numbers, Stirling's formula $\ln n!\simeq n\ln n-n$ applies. The linear terms cancel because $n_h+\sum_q n_q=M$. For the same reason $M\ln M=n_h\ln M+\sum_q n_q\ln M$, so that
\begin{equation}
\ln W=-n_h\ln\frac{n_h}{M}-\sum_q n_q\ln\frac{n_q}{Mg_q}.
\end{equation}
With site fractions $\theta_q=n_q/M$ and $\theta_h=1-\sum_q\theta_q$, the grand potential per site is
\begin{equation}
\omega=\sum_q\theta_qE_q+kT\Big[\theta_h\ln\theta_h+\sum_q\theta_q\ln\frac{\theta_q}{g_q}\Big].
\label{eq:omega}
\end{equation}

\section{The shared denominator}

The $\theta_q$ are varied independently. Since $\partial\theta_h/\partial\theta_q=-1$,
\begin{equation}
\frac{\partial\omega}{\partial\theta_q}
=E_q+kT\Big[-\ln\theta_h-1+\ln\frac{\theta_q}{g_q}+1\Big]
=E_q+kT\ln\frac{\theta_q}{g_q\theta_h}=0 .
\label{eq:stat}
\end{equation}
Define the weight $x_q=g_qe^{-E_q/kT}$. Then (\ref{eq:stat}) reads $\theta_q=x_q\theta_h$. Every charge state is proportional to the same fraction of occupied sites. Summing over all states of a site gives $1=\theta_h(1+X)$ with $X=\sum_q x_q$, and therefore
\begin{equation}
\boxed{\;\theta_q=\frac{x_q}{1+X},\qquad
\theta\equiv\sum_q\theta_q=\frac{X}{1+X}<1\;}
\label{eq:main}
\end{equation}
With $N$ sites per volume the concentrations are $c_q=N\theta_q$, and their sum stays below $N$ for any finite energies. The bound comes from counting each site once and needs no repulsion between vacancies.

\paragraph{This is the global minimum.} Let $\theta^*$ denote the solution (\ref{eq:main}). From (\ref{eq:stat}), $E_q=kT[\ln g_q-\ln\theta_q^*+\ln\theta_h^*]$. Inserted in (\ref{eq:omega}), the $\ln g_q$ cancel. The terms in $\ln\theta_h^*$ have the factor $\sum_q\theta_q=1-\theta_h$, so
\begin{equation}
\omega=kT\ln\theta_h^*+kT\sum_{s=h,0,1,2}\theta_s\ln\frac{\theta_s}{\theta_s^*}.
\end{equation}
Because $\ln y\le y-1$, the last sum is at least $\sum_s(\theta_s-\theta_s^*)=0$, with equality only for $\theta=\theta^*$. The minimum value is $\omega_{\min}=-kT\ln(1+X)$.

\paragraph{Small numbers of sites.} Stirling's formula is not essential. Summing $We^{-\sum n_qE_q/kT}$ over all compositions gives, by the multinomial theorem, $Z=(1+X)^M$. The mean occupation is
\begin{equation}
\frac{\langle n_q\rangle}{M}=-\frac{kT}{M}\frac{\partial\ln Z}{\partial E_q}=\frac{x_q}{1+X},
\end{equation}
for any $M$. Within the model, (\ref{eq:main}) is thus the mean even for a few sites, while the most probable composition must consist of whole numbers.

\paragraph{Entropy of the crystal alone.} Maximising $\ln W$ without the reservoirs amounts to setting all $E_q=0$. The result, $\theta_q=g_q/(1+\sum_r g_r)$, leaves one site in five occupied at any temperature, which is not the equilibrium of a real oxide.

\section{Competition and limits}

Since $\partial x_r/\partial E_r=-x_r/kT$, differentiating (\ref{eq:main}) gives
\begin{equation}
-kT\frac{\partial\theta_q}{\partial E_r}
=\frac{\delta_{qr}x_q}{1+X}-\frac{x_qx_r}{(1+X)^2}
=\theta_q(\delta_{qr}-\theta_r).
\end{equation}
Lowering the energy of one charge state raises its own occupation and reduces the others. The second effect is of second order in the occupations, so it disappears in the dilute limit.

\paragraph{Rare vacancies.} For $X\ll1$, $\theta_q\simeq x_q$. The ratio of this dilute law to (\ref{eq:main}) at the same energies is
\begin{equation}
\frac{x_q}{\theta_q}=1+X=\frac1{1-\theta}.
\label{eq:ratio}
\end{equation}
The dilute law is too large by about 1\% when 1\% of the sites are vacant, and by a factor of two when half are.

\paragraph{Nearly full vacancy occupation.} For $X\gg1$, $\theta_q\simeq x_q/X$, and a fraction $1/(1+X)\simeq1/X$ of the sites keeps its oxygen.

\paragraph{Separate denominators.} The form $x_q/(1+x_q)$ follows if each charge state has its own set of $M$ sites. Each fraction is below one, but the sum of three can approach three. When a single charge state has appreciable weight, the form is adequate for that state and for the total. The rare states, however, come out too large by about the factor $1+X$, because they are not told that their sites are taken.

\paragraph{Frozen oxygen.} On cooling, exchange with the gas stops and the vacancies become immobile, while electrons still equilibrate. The local total $\theta$ is then given, and a Lagrange multiplier $\lambda$ replaces $E_q$ by $E_q-\lambda$. All weights gain the common factor $e^{\lambda/kT}$, which cancels in the ratios:
\begin{equation}
\theta_q=\theta\,\frac{x_q}{X}\qquad(\theta\text{ fixed}).
\end{equation}
A device belongs to this case only if its vacancies are immobile on the time scale of interest, which room temperature does not guarantee. A hopping estimate with attempt frequency $10^{13}$~s$^{-1}$ gives seconds to cross $30$~nm at $300$~K for a migration barrier of $0.6$~eV, and about a year for $1.0$~eV. If the vacancies still move after exchange with the gas has stopped, (\ref{eq:main}) holds with $\mu_{\rm O}$ fixed by their total number instead of by the gas. Suppose instead that they stop moving when the exchange stops. Equation (\ref{eq:main}) then describes the last equilibrium at high temperature.

\section{Numbers for three competing states}

Take $E_q/kT=0,\,-0.5,\,-1$ for $q=0,1,2$. The weights are $1$, $2e^{0.5}=3.297$ and $e^{1}=2.718$, so $X=7.016$. The shared formula gives
\[
\theta_0=\frac{1}{8.016}=0.125,\quad
\theta_1=\frac{3.297}{8.016}=0.411,\quad
\theta_2=\frac{2.718}{8.016}=0.339 ,
\]
in total $0.875$ vacancies per site. Separate denominators give $0.500+0.767+0.731=1.998$, and the dilute law gives $7.016$.

For 120 sites, (\ref{eq:main}) predicts mean numbers $15.0$, $49.4$ and $40.7$. A search through all compositions, with the factorials in (\ref{eq:W}) kept, finds $15$, $49$ and $41$ as the most probable. Without the energies the search gives $24$, $48$ and $24$, the composition of largest crystal entropy.

\section{A grain boundary in strontium titanate}

\paragraph{Bulk.} Consider acceptor-doped SrTiO$_3$ in equilibrium with a gas of fixed oxygen chemical potential at $T=1000$~K, where $kT=0.0862$~eV. The parameters are rough and typical. A cubic cell of edge $0.39$~nm with three oxygen sites gives $N=5.06\times10^{22}$~cm$^{-3}$. The gap is $2.6$~eV, each band has $10^{21}$~cm$^{-3}$ effective states, and the relative permittivity is $90$. Singly charged acceptors have density $N_A=10^{19}$~cm$^{-3}$. The neutral vacancy costs $3.2$~eV. Its first electron is released at a level $2.5$~eV above the valence band and its second at $2.3$~eV, so in eV
\[
E_1=3.2-(2.5-E_F)=0.7+E_F,\qquad
E_2=E_1-(2.3-E_F)=-1.6+2E_F .
\]
Bulk neutrality requires $N\sum_q q\theta_q+p-n=N_A$, where $n$ and $p$ are the electron and hole densities. Its numerical root is $E_F=1.197$~eV. There $n$ and $p$ are below $10^{15}$~cm$^{-3}$, and doubly charged vacancies balance the acceptors:
\[
\theta_2\simeq\frac{N_A}{2N}=\frac{10^{19}}{2\times5.06\times10^{22}}=9.9\times10^{-5}.
\]
This corresponds to $E_2=0.795$~eV. At a given Fermi level, the shared denominator lowers the bulk occupation by one part in $10^4$. With neutrality imposed, the acceptors fix the occupation, and the Fermi level shifts instead, by only about $4\times10^{-6}$~eV.

\paragraph{Core before charging.} Let the boundary core be $0.8$~nm wide, with the bulk site density, and let every vacancy cost $1.5$~eV less there. If the potential is held at its bulk value, then $E_1=0.397$~eV and $E_2=-0.705$~eV. The dilute law gives $X=3587$ vacancies per site. The shared formula gives $3587/3588=0.9997$. Separate denominators add $x_1/(1+x_1)\simeq0.02$ for the singly charged state and end near $1.02$, just above the site density.

\paragraph{Core in equilibrium.} Such a core would carry an enormous positive charge, so its potential must rise. To find by how much, use Poisson's equation $\phi''=-\rho/\varepsilon$ in the adjoining crystal, with $\varepsilon$ the permittivity and
\begin{equation}
\rho=e\Big[N\sum_q q\theta_q+p-n-N_A\Big].
\end{equation}
By (\ref{eq:shift}), $dx_q/d\phi=-(qe/kT)x_q$, and hence
\begin{equation}
eN\sum_q q\theta_q=-NkT\,\frac{d}{d\phi}\ln(1+X).
\end{equation}
The vacancy charge can therefore be integrated in closed form. Multiply Poisson's equation by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$. With $n=n_be^{e\phi/kT}$, $p=p_be^{-e\phi/kT}$ and frozen acceptors,
\begin{equation}
\frac{\varepsilon}{2}\phi'^2=NkT\ln\frac{1+X(\phi)}{1+X(0)}
+kT(n-n_b+p-p_b)+eN_A\phi .
\label{eq:first}
\end{equation}
Gauss's law equates the core charge per area to $2\varepsilon|\phi'|$, the factor two counting both sides of the boundary. Solved numerically with the shared formula and a uniform potential in the core, this gives a potential $\phi_0=0.575$~V and a field of $0.46$~MV/cm at the core edge. If the potential is resolved inside the core, it runs from $0.578$~V at the centre to $0.569$~V at the edge, and the occupation found below is unchanged to the digits shown.

The core occupation follows from
\[
E_2+2e\phi_0=-0.705+2\times0.5745=0.444~\text{eV},\qquad
x_2=e^{-0.444/0.0862}=0.0058 .
\]
About $0.6\%$ of the core sites are vacant, not $99.97\%$. By (\ref{eq:ratio}) the dilute law is too large by $0.6\%$ at this potential. If it is used in the core and the potential is solved again, $\phi_0$ rises by $0.24$~mV.

The site limit thus holds throughout, but in this example electrostatics stops the vacancies long before it. When formation energies are low, the shared denominator can matter if the potential is prescribed, or while an iterative solver is still far from its solution. It can also matter where vacancy charge is compensated locally or the vacancies are neutral. Compensation by acceptors has its own ceiling: with a singly charged acceptor on every Ti site and doubly charged vacancies alone, neutrality requires $2\times3\theta=1$, or $\theta=1/6$. The dilute law is then $20\%$ too large.

\section{What the model leaves out}

\paragraph{Acceptor motion.} The acceptors were frozen, so the negative layer around the core is dilute. Integrating Poisson's equation numerically shows that the potential takes $30$~nm to fall to $1\%$ of $\phi_0$. In the opposite limit the acceptors follow $N_Ae^{e\phi/kT}$, also inside the core, and the last term of (\ref{eq:first}) becomes $N_AkT(e^{e\phi/kT}-1)$. The barrier drops to $0.47$~V and the core occupation rises tenfold, to $5.9\%$. Resolving the potential inside the core, where it now varies by about $0.04$~V, lowers the mean occupation to $5.6\%$. Acceptors then fill about $15\%$ of the core Ti sites. Limiting them to one per Ti site lowers the vacancy occupation further, to $5.3\%$. With mobile acceptors the local screening length is about $0.5$~nm just outside the core and $0.2$~nm at its centre, and the potential drops by about $0.1$~V per unit cell at the core edge. The continuum Poisson equation is then at the limit of its validity, and these figures are rough.

\paragraph{Segregation energy.} Changing the gain of $1.5$~eV by $-0.3$ or $+0.3$~eV, with frozen acceptors, gives barriers of $0.43$ or $0.72$~V and occupations of $0.50\%$ or $0.66\%$. The barrier moves by nearly half the energy change because the dominant vacancy carries charge $2e$.

\paragraph{Repulsion between individual vacancies.} The average repulsion is contained in $\phi$, but correlations are not. At $0.6\%$ occupation, the core vacancies projected onto the boundary plane are about $2.1$~nm apart. Two charges $2e$ at that distance, screened by the bulk permittivity, repel with $0.03$~eV, less than $kT$. At the $5.6\%$ reached with mobile acceptors, the distance is $0.7$~nm and the repulsion about $0.10$~eV, slightly more than $kT$. On neighbouring oxygen sites the same estimate gives $0.23$~eV per pair, or $1.9$~eV for eight neighbours. Bulk screening is doubtful at such distances, but the size shows that a nearly empty oxygen sublattice lies outside the model. There (\ref{eq:main}) still respects the site limit, but its energies are no longer constants. The attraction between a doubly charged vacancy and an acceptor on a neighbouring Ti site, about $0.16$~eV by the same estimate, is left out as well. It matters most when mobile acceptors crowd into the core.

\paragraph{Smaller effects.} The leading relative correction for degeneracy to the electron density in the core, $n/(2^{3/2}N_c)$ with $N_c$ the band density of states, is $2\times10^{-5}$. For dielectric nonlinearity, add a term $\beta P^3$ to the field, with $P$ the polarisation and a rough $\beta=10^{10}$~V\,m$^5$\,C$^{-3}$. At the core edge it is $1\%$ of the field when the acceptors are frozen. With mobile acceptors the field is several times larger and the term reaches about a fifth of it, though the core occupation changes by only a few per cent of its value.

\paragraph{Beside real boundaries.} Barriers of some tenths of a volt are the usual order of magnitude inferred for acceptor-doped SrTiO$_3$, and the model falls in that range. Its acceptor density is light doping, about $0.06\%$ of the Ti sites. Real cores have inequivalent sites, whose energies depend on the boundary, and acceptors that may have moved during sintering and then frozen. Measured as a factor, the change in occupation from acceptor motion, about tenfold, is the largest computed here. For the assumed gain of $1.5$~eV, the model with an average potential gives between $0.6\%$ and $6\%$, depending on how far the acceptors have moved. The upper figure is the less certain one, because correlations between the charges are no longer small there. It also depends strongly on the assumed gain: with mobile acceptors, $0.3$~eV less or more gives about $2\%$ or more than $10\%$.
